The Slater-Koster p-p hopping matrix for any bond direction

**The situation**

A tight-binding program stores p orbitals along fixed axes x, y and z, but the bonds of a crystal point in many directions. The orbital p_x on one atom then meets p_x, p_y and p_z on its neighbour at an oblique angle, and nine hopping elements are needed for each bond. If the surroundings of the bond are symmetric enough, two numbers determine all nine.

**Conventions and assumptions**

Atoms A and B are joined by the unit vector n = (l, m, k), pointing from A to B. Its components are the direction cosines of the bond. Each atom carries three real p orbitals

p_i = f(r) x_i / r,  i = x, y, z,

where r and x_i are measured from that atom's own nucleus. The radial function f may differ between A and B. Both atoms use the same global axes, so the positive lobes of p_x,A and p_x,B point the same way. The hopping matrix is

t_ij = <p_i,A | H | p_j,B>.

H is real and spin-independent. It is assumed to be unchanged by rotations about the line AB and by reflections in planes containing that line. An isolated pair of spherical atoms satisfies this. In a crystal it generally fails, because other atoms surround the bond. The two-centre approximation leaves out their influence on the hopping and so restores the symmetry.

**A p orbital rotates like a vector**

For any unit vector a, the p orbital pointing along a is

p_a = f(r) (a·r)/r = Σ_i a_i f(r) x_i/r = Σ_i a_i p_i.

The factor f(r) depends on distance alone, so turning the orbital changes only the coefficients a_i.

Choose unit vectors e and g perpendicular to n and to each other. The unit vector along axis i, written in this frame, has components n_i, e_i and g_i. Hence

p_i = n_i p_n + e_i p_e + g_i p_g.

This holds on both atoms with the same coefficients, because they share the same axes.

**The matrix in the bond frame**

Let M be the reflection that reverses e. It leaves both nuclei in place and acts as

M p_n = p_n,  M p_e = −p_e,  M p_g = p_g.

Since M leaves H unchanged, applying it to both orbitals cannot alter a matrix element:

<p_n,A|H|p_e,B> = <M p_n,A|H|M p_e,B> = −<p_n,A|H|p_e,B>.

A number equal to its own negative is zero. The same argument removes every element in which e appears once: n–e, e–n, e–g and g–e. The reflection that reverses g removes n–g and g–n.

A quarter turn about n takes p_e to p_g and p_g to −p_e. Therefore

<p_e,A|H|p_e,B> = <p_g,A|H|p_g,B>.

Two constants remain:

V_σ = <p_n,A|H|p_n,B>,
V_π = <p_e,A|H|p_e,B> = <p_g,A|H|p_g,B>.

Rotations alone are not enough. The quarter turn alone gives <p_e,A|H|p_g,B> = −<p_g,A|H|p_e,B>, which allows an antisymmetric element. A numerical count of the 3×3 matrices left unchanged by a rotation of 0.7 rad about n = (1, 2, 2)/3 finds three free constants. Adding one mirror reduces the number to two. For two equal atoms, inversion through the bond centre would do the same, because it makes the block symmetric.

**Back to the global axes**

Insert the decomposition on both atoms. Of the nine products, three survive:

t_ij = n_i n_j V_σ + e_i e_j V_π + g_i g_j V_π.

The vectors e and g were chosen arbitrarily and must drop out. Let F be the matrix whose rows are n, e and g. The rows are orthonormal, so F Fᵀ = 1. For a square matrix this implies Fᵀ F = 1, which in components reads

n_i n_j + e_i e_j + g_i g_j = δ_ij.

Replacing e_i e_j + g_i g_j by δ_ij − n_i n_j gives the result:

t_ij = V_σ n_i n_j + V_π (δ_ij − n_i n_j).

The matrix P = n nᵀ projects a vector onto the bond, and Q = 1 − P projects it onto the perpendicular plane. Thus t = V_σ P + V_π Q. For coding, a convenient form is

t = V_π 1 + (V_σ − V_π) n nᵀ.

Written out, the elements are

t_xx = l² V_σ + (1 − l²) V_π,
t_yy = m² V_σ + (1 − m²) V_π,
t_zz = k² V_σ + (1 − k²) V_π,
t_xy = t_yx = l m (V_σ − V_π),
t_yz = t_zy = m k (V_σ − V_π),
t_zx = t_xz = k l (V_σ − V_π).

**Signs and special directions**

Along the bond, the positive lobe of p_n,A faces the negative lobe of p_n,B. The bonding combination is therefore the difference p_n,A − p_n,B. For two equal atoms with on-site energy ε and orthogonal orbitals, the difference has energy ε − V_σ and the sum has energy ε + V_σ. A lower bonding level means V_σ > 0. Across the bond, equal lobes lie side by side, the sum is bonding, and V_π < 0. A code that instead turns both σ orbitals to face each other must reverse the sign of V_σ.

Replacing n by −n changes nothing, because n appears twice. A hopping between s and p behaves differently. The mirrors leave s unchanged and forbid s–p_e and s–p_g, so <s,A|H|p_j,B> = n_j V_sp, which changes sign with n.

For a bond along z, t is diagonal with entries V_π, V_π, V_σ. For a bond in the xy plane, k = 0, so p_z decouples from p_x and p_y and hops with V_π. If V_σ = V_π, the matrix is V_π times the identity and the bond direction has no effect. If V_π = 0, only the orbital component along the bond hops.

**Overlap and orthogonalization**

Replacing H by the identity operator in the derivation gives the overlap matrix

S_ij = S_σ n_i n_j + S_π (δ_ij − n_i n_j).

A tight-binding model without an overlap matrix needs orthogonal orbitals. Löwdin's symmetric orthogonalization replaces the full Hamiltonian matrix H of the pair by

H' = S^(−1/2) H S^(−1/2),

where S now includes the on-site blocks. Let D be the matrix that applies one of the symmetry operations to the p orbitals of both atoms. Then D S Dᵀ = S and D H Dᵀ = H. Because D is orthogonal, it commutes with S, and hence with S^(−1/2). It follows that D H' Dᵀ = H'. The A–B block of H' has the symmetry used above and takes the projector form with its own V_σ and V_π.

The same reasoning applies to the on-site block of each atom in the pair:

ε_ij = ε_σ n_i n_j + ε_π (δ_ij − n_i n_j).

A neighbour can therefore split the p level of an atom as well as provide hopping.

**Example: two phosphorus atoms**

Take two P atoms 0.22 nm apart, a rough P–P single-bond length, with n = (1, 2, 2)/3. The 3p orbitals come from a spherical, spin-unpolarized atom in the local density approximation (LDA), using the s and p functions of the def2-TZVP basis. The pair Hamiltonian is the Kohn-Sham operator of the two superposed atomic densities. The charge is not relaxed. Valence orbitals are made orthogonal to the atomic cores, and the six p orbitals are then Löwdin-orthogonalized.

A calculation with the bond along z gives

V_σ = 2.439 eV,  V_π = −1.280 eV,  V_σ − V_π = 3.719 eV.

The third decimal serves the comparison below; it does not express the accuracy of the physical model. With the larger s and p sets of def2-QZVP, V_σ rises by 0.008 eV, V_π changes by 0.001 eV, and the on-site energies given below fall by 0.06 to 0.09 eV. With a still larger uncontracted basis of 21 s and 15 p radial functions, the changes from def2-TZVP are 0.015 eV for V_σ, 0.002 eV for V_π and a fall of 0.09 to 0.13 eV for the on-site energies. The pair levels below then fall by up to 0.14 eV. For the tilted bond,

t_xx = −1.280 + (1/9)(3.719) = −0.867 eV,
t_yy = t_zz = −1.280 + (4/9)(3.719) = 0.373 eV,
t_xy = t_zx = (2/9)(3.719) = 0.826 eV,
t_yz = (4/9)(3.719) = 1.653 eV.

A direct calculation with the atoms placed along this direction differs from the formula by at most about 0.001 meV in any element. A second direction, (2, −3, 6)/7, agrees at least as well. This tests the rotation rule, not the accuracy of LDA.

The diagonal elements have different signs. From the formula, t_xx vanishes when l² = −V_π/(V_σ − V_π) = 1.280/3.719 = 0.344, that is, when the bond makes an angle of about 54° with x. Closer to x the σ part dominates; farther away the π part does.

The on-site energies are ε_σ = −7.283 eV and ε_π = −5.777 eV. The pair levels follow:

σ: −7.283 ∓ 2.439 = −9.722 and −4.844 eV,
π: −5.777 ∓ 1.280 = −7.057 and −4.497 eV, each twice.

Direct diagonalization of the tilted pair gives the same six levels. The on-site splitting of 1.51 eV is comparable to the size of V_π, so a p-only model of this pair with a single p energy would misplace the levels even with correct hoppings. The size and sign of the splitting depend on the orbital set. With 3s in the Löwdin set, ε_σ becomes −5.43 eV while ε_π is unchanged, so ε_σ lies about 0.35 eV above ε_π.

**Why raw matrix elements are not the hoppings**

In the def2-TZVP basis, the σ and π elements before orthogonalization are 4.815 and −2.582 eV, roughly twice the Löwdin values. The overlaps are S_σ = −0.328 and S_π = 0.225. For equal atoms, each channel has 2×2 matrices with equal diagonal entries and equal off-diagonal entries. Such matrices commute, so H = S^(1/2) H' S^(1/2) = S H'. With N = S_AA the squared norm of each orbital, the off-diagonal element is

H_AB = N V + S_AB ε.

In the σ channel, S_AB ε = (−0.3284)(−7.283) = 2.392 eV, about half of the raw element. This part depends on the zero of energy. Adding a constant c to the Hamiltonian adds c S to the raw matrix but c times the identity to H', leaving V unchanged. Raw elements must be used together with their overlaps, and Löwdin elements without them.

**Extracting the constants from a computed matrix**

Suppose a Wannier calculation supplies a block t for one bond, with Wannier functions that transform like p orbitals on the global axes. Because PQ = 0, tr P = 1 and tr Q = 2, the best fit in the sum of squared elements is

V_σ = tr(P t) = n·t·n,
V_π = tr(Q t)/2 = (tr t − n·t·n)/2.

The residual R = t − V_σ P − V_π Q measures how far the block is from the projector form. A large R shows that two constants are not enough. A small R does not prove that they can be transferred to another structure, because surrounding atoms can change their values without spoiling the form.

**What a third atom does**

Place a third P atom 0.22 nm from A, at a rough bond angle of 100° to AB, and let e lie in the plane of the three atoms. The potential and core of the third atom are included, but its valence orbitals are not added to the basis. The σ–σ element changes from 2.439 to 2.367 eV. The elements forbidden for the isolated pair become

<p_e,A|H'|p_n,B> = 0.478 eV,
<p_n,A|H'|p_e,B> = −0.100 eV.

In the uncontracted basis the first of these is 0.02 eV larger. The two sizes differ because the third atom is closer to A than to B. At equal distances from both, reflection in the plane midway between A and B would make the two elements equal in size and opposite in sign. The two π elements, −1.279 and −1.275 eV, remain almost equal. The plane of the atoms is still a mirror, so p_g stays decoupled from the other two.

With this orbital set the failure is mainly σ–π mixing, not π splitting. The root-sum-square of R is (0.478² + 0.100²)^(1/2) = 0.49 eV, about 16% of the same measure for the whole block. Adjusting V_σ and V_π cannot remove it.

The size of the failure depends strongly on the orbital set. A model of all three atoms also contains the 3p orbitals of the third atom. When these join the Löwdin set, the two forbidden elements shrink to about 0.05 eV or less, depending on the basis, and R to 1–2% of the block. Most of the mixing found above therefore comes from leaving those orbitals out. With 3s and 3p orbitals on all three atoms, the forbidden p–p elements are about 0.05 eV or less in size. The element between p_e on A and 3s on B, which the mirrors of the isolated pair also forbid, is larger, at 0.13 to 0.14 eV.

Other atoms do not always spoil the form. The derivation used two perpendicular mirrors and a quarter turn. A nearest-neighbour bond in a simple cubic crystal lies on a fourfold axis with these mirrors, so its p–p block keeps the projector form with all surrounding atoms included.

**Limits of the p-only model**

Black phosphorus, a layered semiconductor studied for transistor channels, has bonds of roughly 0.22 nm and bond angles near 100°. The distance and angle used here are therefore typical, but the isolated pair is not: each atom in the crystal has three bonded neighbours. Even one such neighbour, with its 3p orbitals included, changes the σ–σ element by about 0.05 eV, and the missing 3s orbitals matter far more, as shown next. The bulk band gap is only roughly 0.3 eV, so the hoppings above should not be used to predict it.

Leaving out the 3s orbitals is a large error even for the isolated pair. In the σ states that are even under inversion through the bond centre, 3s mixes with 3p. The p-only bonding level at −9.722 eV is replaced by an upper even level at −7.635 eV, a rise of 2.1 eV. The odd σ states mix with 3s as well, and the p-only antibonding level at −4.844 eV rises by about 4 eV. With 3s in the Löwdin set, V_σ becomes 3.34 eV and the s–p hopping has a size of 3.49 eV. In the uncontracted basis the upper even level lies 0.09 eV lower, and these two hoppings change by about 0.02 eV or less. The projector form survives, but its constants belong to the chosen orbital set and should not be mixed with constants from another.

Distance matters as well. In the p-only set, the slopes near 0.22 nm are −11.0 eV/nm for V_σ (−11.7 in the uncontracted basis) and +18.1 eV/nm for V_π, so both hoppings shrink in size as the bond lengthens. Multiplying each slope by 0.22 nm and dividing by the hopping gives local power laws of about d^(−1.0) and d^(−3.1). With 3s in the Löwdin set, V_σ falls faster, as about d^(−2.1). In either set the ratio V_π/V_σ changes with bond length, so two separate distance functions are needed.

For a harmonic bond with vibrational quantum E and reduced mass μ, the mean square length change is

u² = ħ²/(2μE) coth(E/2k_BT).

Here k_B is Boltzmann's constant. A rough quantum of 50 meV gives u = 0.006 nm at 300 K. To first order in u, the p-only V_σ then varies by 0.07 eV and V_π by 0.11 eV (rms), or 3% and 9% of their values. Stretching an isolated pair changes the constants but not the matrix form.

Spin-orbit coupling is smaller here. An estimate with the unscreened nuclear charge, which overstates the effect, gives a 3p coupling constant of 43 meV, about 1 meV less in the uncontracted basis. The unrelaxed charge matters more. Letting the charge of the closed-shell pair relax in the def2-TZVP s and p basis raises the p-only V_σ by about 0.13 eV, ε_σ by 0.36 eV and ε_π by 0.14 eV, and changes V_π by about 0.02 eV. These shifts are not converged, because the relaxed density needs polarization functions. With the d and f functions of def2-TZVP included, V_σ instead falls by about 0.35 eV from its unrelaxed value, V_π shrinks in size by about 0.06 eV, and ε_σ and ε_π rise by about 0.7 and 0.4 eV. Replacing LDA by the PBE functional, without relaxation, changes the hoppings by less than 0.01 eV and raises the on-site energies by 0.13 to 0.14 eV. Such a comparison of two functionals does not bound the error of either. The numerical output lists the def2-TZVP values, with the third atom's valence orbitals left out.

Numbers as computed

```
constants allowed by rotations only: 3
constants allowed by rotations and mirrors: 2
P-P distance (rough input): 0.22 nm
direction cosines of the example: [0.3333 0.6667 0.6667]
atomic 3p level: -5.535 eV
V_sigma: 2.439 eV
V_pi: -1.280 eV
hopping from projector formula (eV), rows x y z of atom A:
     -0.867    0.826    0.826
      0.826    0.373    1.653
      0.826    1.653    0.373
hopping computed directly, tilted pair (eV), rows x y z of atom A:
     -0.867    0.826    0.826
      0.826    0.373    1.653
      0.826    1.653    0.373
largest deviation, bond (1,2,2)/3: 0.001 meV
largest deviation, bond (2,-3,6)/7: 0.000 meV
V_sigma recovered from tilted matrix: 2.439 eV
V_pi recovered from tilted matrix: -1.280 eV
on-site energy, p along bond: -7.283 eV
on-site energy, p across bond: -5.777 eV
six p levels of tilted pair (eV): [-9.722 -7.057 -7.057 -4.844 -4.497 -4.497]
Neglected effects
overlap sigma: -0.3284 (no unit)
overlap pi: 0.2254 (no unit)
raw matrix element sigma, before Lowdin: 4.815 eV
raw matrix element pi, before Lowdin: -2.582 eV
third atom: bond angle (rough input): 100 degrees
third atom: sigma-sigma element: 2.367 eV
third atom: element p_n on A, p_e1 on B: -0.100 eV
third atom: element p_e1 on A, p_n on B: 0.478 eV
third atom: pi element in the plane: -1.279 eV
third atom: pi element out of the plane: -1.275 eV
bonding sigma level, p orbitals only: -9.722 eV
same level with 3s included: -7.635 eV
V_sigma when 3s joins the Lowdin set: 3.340 eV
size of s-p sigma hopping in that set: 3.494 eV
slope of V_sigma with distance: -11.0 eV/nm
slope of V_pi with distance: 18.1 eV/nm
vibrational quantum (rough input): 50 meV
temperature: 300 K
rms bond-length change: 0.0060 nm
rms change of V_sigma: 0.066 eV
rms change of V_pi: 0.109 eV
spin-orbit constant, bare-nucleus overestimate: 43 meV
```
